# Why Real-Space Grids Exert False Forces on a Shifted Crystal

A crystal in empty space has no preferred position. On a real-space grid it can acquire one: ions are pulled towards or away from grid points, a relaxation settles at a place chosen by the mesh, and an acoustic mode that should cost nothing gets a spurious force constant. If unlike ions are pulled differently, a centrosymmetric structure also appears to have an internal distortion force. In work on ferroelectrics, that can be mistaken for physics.

This egg-box effect has two ingredients. The energy repeats when the crystal moves by one grid spacing because the grid itself repeats. Aliasing is not needed for that; a constant energy is periodic too. Aliasing makes the energy vary within the period. What aliases is the integrand of the energy, not the density alone.

## The model and what a shift leaves unchanged

Take a one-dimensional periodic Kohn-Sham model in Hartree atomic units, with filled bands. The cell length is $a=Nh$, with $N$ odd and grid points $x_j=jh$. Define

$$b=\frac{2\pi}{a},\qquad K=\frac{2\pi}{h}=Nb .$$

All ions are displaced by $s$ while the grid stays fixed. The ion-ion energy depends on relative positions only, so it is constant and is omitted.

The periodic part of a Bloch orbital has $N$ grid values. They fix $N$ coefficients of an interpolant,

$$u(x)=\sum_{m=-M}^{M}c_m e^{imbx},\qquad M=\frac{N-1}{2}.$$

Its norm on the grid is

$$h\sum_j|u(x_j)|^2=h\sum_{m,m'}c_m^*c_{m'}\sum_{j=0}^{N-1}e^{2\pi i(m'-m)j/N}=a\sum_m|c_m|^2 .$$

The inner sum is $N$ for $m=m'$ and zero otherwise, because $|m'-m|\le N-1$. A finite-difference stencil with weights $w_p$ multiplies each plane wave by a number, so the kinetic energy of the orbital is

$$a\sum_m|c_m|^2\,t(k+mb),\qquad t(q)=-\frac{1}{2h^2}\Big[w_0+2\sum_{p\ge1}w_p\cos(qph)\Big].$$

Moving the interpolant by $s$ changes $c_m$ to $c_me^{-imbs}$. Norms, overlaps and kinetic energy do not change. We may therefore let the orbitals travel with the crystal and write

$$E(s)=\min_c\,[\,T(c)+W(c;s)\,],$$

where all explicit shift dependence is in $W$, the external, Hartree and exchange-correlation energies evaluated on grid points.

## Where the ripple comes from

Let $y=x-s$ be the coordinate attached to the crystal. The grid samples it at $y_j=jh-s$. The external and local exchange-correlation terms have the integrand

$$f(y)=n(y)v(y)+e_{xc}(n(y)),\qquad e_{xc}=-Cn^{4/3},$$

where the last expression is a model nonlinearity, not a functional for real materials. Expand $f(y)=\sum_p f_{pb}e^{ipby}$. Then

$$h\sum_j f(jh-s)=h\sum_p f_{pb}e^{-ipbs}\sum_{j=0}^{N-1}e^{2\pi ipj/N}.$$

The inner sum equals $N$ when $p=mN$ and vanishes otherwise. With $hN=a$ and $Nb=K$,

$$h\sum_j f(jh-s)=a\sum_m f_{mK}e^{-imKs}. \tag{1}$$

The $m=0$ term is the true integral. The others are components that the grid cannot distinguish from a constant, and their phases turn as the crystal moves.

For the product $nv$, the first such component is

$$(nv)_K=\sum_G n_G v_{K-G}. \tag{2}$$

Neither factor needs a large component at $K$ itself; two moderately high components can combine.

The Hartree energy is quadratic in the density, so it needs separate treatment. At the grid points $e^{imKx_j}=1$, and density components at $g$ and $g+mK$ merge. Apart from an overall phase, the grid sees

$$D_g(s)=\sum_m n_{g+mK}e^{-imKs}.$$

Take the interaction $\lambda e^{-\kappa|x|}$, whose Fourier transform is $w(g)=2\lambda\kappa/(\kappa^2+g^2)$, and solve the Hartree term by discrete Fourier transform on the grid. (A direct grid sum of the kernel or a finite-difference solver keeps the form below but replaces $w(g)$ by a different function of $g$.) Then

$$E_H=\frac a2\sum_{|g|\le Mb}w(g)|D_g(s)|^2. \tag{3}$$

Products of two orbitals reach at most $2Mb=K-b$, so only $m=-1,0,1$ occur here. The ripple comes from interference between a density component and its alias.

## Why the force is false but consistent

Differentiate the minimized energy. The coefficients also change with $s$, but their first-order contribution vanishes: the energy is stationary under changes that preserve orthonormality, and this constraint does not depend on $s$. Hence $F=-dE/ds=-\partial W/\partial s$ at fixed $c$. From (1) and (3),

$$F=a\sum_m imK f_{mK}e^{-imKs}-a\sum_g w(g)\,\mathrm{Re}\,[D_g^*\,\partial_sD_g]. \tag{4}$$

The $m=0$ term has dropped out of the first sum and out of $\partial_sD_g$. Without aliased components there is no net force.

The same derivative can be taken with the orbital values held fixed at the grid points. Then only the external potential depends on $s$, and

$$F=-h\sum_jn_j\frac{\partial v(x_j-s)}{\partial s}=h\sum_jn_jv'(x_j-s). \tag{5}$$

This is the usual Hellmann-Feynman force. The two forms differ by a motion of the orbitals along which the converged energy is stationary. The force is therefore the correct derivative of an energy that lacks translation symmetry. Ideal dynamics with it conserves the discretized energy, but not the total momentum.

If an inversion centre of the crystal lies on a grid point at $s=0$, reflection gives $E(-s)=E(s)$. When one harmonic dominates,

$$E(s)=E_0+A\cos Ks,\qquad F(s)=KA\sin Ks,\qquad E''(0)=-K^2A. \tag{6}$$

Each derivative brings a factor $K$, so an energy ripple that looks harmless can spoil forces, and more so force constants. The force vanishes at $s=0$ and $s=h/2$, so forces computed only at these symmetric positions do not reveal the problem. The energy difference between them, $2A$, does.

## How large it is in a model crystal

The cell has $a=8$ bohr and four electrons. A soft Gaussian well, 1.5 Ha deep and 0.6 bohr wide, sits at the origin; a sharper one, 2.5 Ha deep and 0.4 bohr wide, sits at $a/2$. The widths are standard deviations. The other parameters are $\lambda=0.5$ Ha, $\kappa=1$ bohr$^{-1}$ and $C=0.3$ Ha bohr$^{1/3}$. Both ions are inversion centres, so every true ion force is zero.

For $N=21$, $h=0.381$ bohr and $K=16.49$ bohr$^{-1}$. Moving from $s=0$ to $h/2$ lowers the energy by 727.6 microhartree, so

$$A=\tfrac12(727.6)=363.8\ \mu\mathrm{Ha}=9.90\ \mathrm{meV}.$$

At $s=0$ the sharp ion is at $10.5h$, midway between grid points; at $s=h/2$ it sits on one. In this model the energy is thus lower with the sharp ion on a grid point. At $s=h/4$, equation (6) gives

$$F=16.4934\times363.795\ \mu\mathrm{Ha/bohr}=6.00\times10^{-3}\ \mathrm{Ha/bohr},$$

or 0.309 eV/Å. Energy differences, equation (4) and equation (5) give the same value, as the numerical output shows. In (4), the external term contributes 6028, the Hartree term $-127$ and the exchange-correlation term $99$ microhartree per bohr. At $s=0$ the false force constant is $-K^2A\approx-0.099$ Ha/bohr$^2$: the rigid translation looks unstable.

Equation (2) matters for these numbers. If the density were uniform at its mean, $4/8=0.5$ bohr$^{-1}$, only the potential's own component at $K$ would enter. The sharp well would then give a ripple of magnitude

$$2(0.5)(2.5)(0.4)\sqrt{2\pi}\,e^{-(0.4)^2K^2/2}\approx10^{-9}\ \mathrm{Ha},$$

more than five orders of magnitude below the computed $3.6\times10^{-4}$ Ha. Inspecting the potential at $K$ alone would miss nearly all of the effect.

Nor does a resolved density guarantee safety. Take $n=0.5(1+0.9\cos by)$ bohr$^{-1}$ on nine points in the same cell. Its electron number and Hartree energy are independent of the shift to rounding error. The grid sum for its local energy $-C\int n^{4/3}dy$ still changes by 53 microhartree between $s=h/2$ and $s=0$, because the fractional power creates higher harmonics.

## Why subtracting the net force is not enough

At $s=h/4$ the soft ion feels 10 and the sharp ion 5990 microhartree per bohr. Subtracting the mean, 3000, leaves $-2990$ and $+2990$. The crystal no longer drifts, but a relative force of 0.154 eV/Å per ion remains, and the soft ion, which was nearly free of error, has received most of its false force from the correction.

A zero net force can also conceal the error. Replace the soft ion by a copy of the sharp one. The crystal now repeats after $a/2=(N/2)h$. Since $N$ is odd and the energy has period $h$, it must also have period $h/2$. Together with $E(-s)=E(s)$ this gives $E(h/2-s)=E(s)$, so the slope at $s=h/4$ is zero. Yet one ion lies $h/4$ to the right of a grid point and the other $h/4$ to the left of one. Each is pulled to its nearest point, with forces of $-5972$ and $+5972$ microhartree per bohr.

## What to do about it

**Scan the shift.** Compute the energy and the individual ion forces at $s=0$, $h/4$ and $h/2$ along each grid direction. Keep the cell, the number of grid points and all relative ion positions fixed. With the trigonometric oversampling described below, the period shrinks to $h/r$ and the shifts should be divided by $r$: for even $r$, all three unscaled shifts are symmetric positions in a structure like this model, and the forces vanish there.

**Refine the spacing.** In the model with unlike ions, at fixed cell and ions, $A$ is 5631, 364 and 19 microhartree for $h=0.471$, 0.381 and 0.320 bohr. At the finest of these, $KA$ is still about 0.02 eV/Å.

**Oversample the potential terms.** Keep the orbital space and kinetic operator, but interpolate the orbitals to $r$ times as many points for the density, potentials and energies. The first aliased wavevector becomes $rK$. Since the density ends at $K-b$, the external term then needs potential components of at least

$$rK-(K-b)=(r-1)K+b.$$

For $r\ge2$ the Hartree folding disappears, because $K-b<rK/2$. The nonlinear term has no strict cutoff, but its high harmonics are weaker. With $r=3$, the model's ripple and ion forces fall to rounding error. The potential must be carried back to the orbital grid by the adjoint of the interpolation, so that forces remain derivatives of the energy. Trigonometric interpolation was used here; a local interpolation need not preserve translation symmetry.

**Filter with the product in mind.** If orbitals stop at $g_\psi$ and the potential at $g_v$, the external ripple vanishes when $2g_\psi+g_v<K$. On the full grid $2g_\psi=K-b$, which leaves room only for a constant potential. Filtering the potential alone can reduce the ripple, but does not strictly remove it.

A flat shift scan does not prove convergence. For $N=21$ the energy averaged over four shifts lies 815 microhartree below the $N=61$ value, an error larger than $A$. Oversampling leaves the finite-difference kinetic error and the limited orbital space in place. Doubling the number of $k$ points leaves $A$ at 363.8 microhartree, so $k$ sampling is not the source of the ripple.

The model supplies the mechanism, not the magnitude for a real material. In a three-dimensional calculation with nonlocal pseudopotentials, the projectors are also sampled and can add their own ripple. The size of the false forces must then be found by a shift scan with the actual pseudopotentials and grid. Before a small negative force constant in a centrosymmetric parent structure is read as a polar instability, it should be recomputed at the same shifts and at a finer spacing, and keep its sign; the shifts alone do not reveal the part of the error that is independent of $s$.

## Values computed for the example and the checks

```
cell length a = 8.0 bohr; electrons per cell = 4
soft ion: position 0.0 bohr, depth 1.5 Ha, width 0.6 bohr
sharp ion: position 4.0 bohr, depth 2.5 Ha, width 0.4 bohr
interaction: strength 0.5 Ha, inverse range 1.0 1/bohr
local term coefficient C = 0.3 Ha bohr^(1/3)
main grid N = 21; spacing h = 0.38095 bohr
grid wavevector K = 16.4934 1/bohr
smallest band gap on the k mesh = 0.8392 Ha
energy at s = 0: -3.55861797 Ha per cell
E(s)-E(0) at s/h = 0.00: 0.0000 microHa
E(s)-E(0) at s/h = 0.25: -363.8181 microHa
E(s)-E(0) at s/h = 0.50: -727.5904 microHa
E(s)-E(0) at s/h = 0.75: -363.8181 microHa
E(s)-E(0) at s/h = 1.00: -0.0000 microHa
ripple amplitude A = 363.7952 microHa
ripple amplitude A = 9.89937 meV
forces at s = h/4, unit 1e-6 Ha/bohr:
  from energy differences, net = 6000.2059
  from fixed grid density, net = 6000.2059
  from aliased components, net = 6000.2059
  one-harmonic estimate K*A = 6000.2059
  aliased external part = 6028.3427
  aliased Hartree part = -126.9431
  aliased xc part = 98.8063
  soft ion = 9.7683; after mean subtraction = -2990.3347
  sharp ion = 5990.4376; after mean subtraction = 2990.3347
net false force = 0.308543 eV/angstrom
sharp ion after subtraction = 0.153769 eV/angstrom
N = 17, h = 0.4706 bohr: A = 5631.31830 microHa
N = 21, h = 0.3810 bohr: A = 363.79521 microHa
N = 25, h = 0.3200 bohr: A = 19.07467 microHa
threefold sampling: A = -4.66e-09 microHa
threefold sampling: largest ion force = 2.05e-15 Ha/bohr
identical ions, s = h/4: forces = -5972.2358, 5972.2358 microHa/bohr
identical ions: net force = -4.7e-15 Ha/bohr
resolved density, N = 9: change from s = h/2 to s = 0
  electron number = 0.0e+00
  Hartree energy = 4.4e-16 Ha
  local nonlinear energy = 53.2571 microHa
shift-averaged energy error against N = 61: -815.225 microHa
A with twice the k points = 363.7952 microHa
```
